# The Motz-Wise sticking correction and its kinetic limits

## 1. What the form of the answer must be

A dilute species diffuses through a carrier gas to a flat wall, where deposition or etching consumes it. The gas fills $z>0$ and the wall is at $z=0$. Each arriving molecule is consumed with probability $s$, whatever its velocity; otherwise it returns to the gas. We seek the net flux $J$, counted positive into the wall, in terms of the density $n_0$ that the diffusion equation assigns to the wall.

Near the wall the available quantities are $n_0$, the diffusion coefficient $D$, the temperature $T$ and the molecular mass $m$. The last two give a speed, for which we take the mean thermal speed

$$c=\sqrt{\frac{8kT}{\pi m}}=\frac{2v_p}{\sqrt\pi},\qquad v_p=\sqrt{\frac{2kT}{m}} .$$

Because the species is dilute, its molecules do not collide with one another and $J$ is proportional to $n_0$. The remaining length $D/c$ has no second length to be compared with, provided the gas layer is many mean free paths thick. Therefore

$$J=F(s)\,\frac{n_0c}{4},$$

where $F$ is dimensionless and may depend on the scattering law. As $s\to0$ the gas approaches equilibrium, so $F\to s$. The task is to find $F$ at finite $s$. We assume one dimension, equal gas and wall temperatures and no bulk flow.

## 2. The uncorrected condition

Let $M(\mathbf v)$ be the Maxwell distribution normalized to one. In equilibrium the flux crossing a plane from one side is

$$n\int_0^\infty v_z\frac{e^{-v_z^2/v_p^2}}{\sqrt\pi\,v_p}\,dv_z=\frac{n v_p}{2\sqrt\pi}=\frac{nc}{4}.$$

Multiplying this by $s$ gives $F=s$. The estimate is inconsistent at finite $s$: a gas with a net flux into the wall has more molecules moving towards it than an equilibrium gas of the same density.

## 3. Correcting the incident distribution

In a weak density gradient the distribution acquires a part proportional to that gradient. If scattering is isotropic in space, the only direction available is that of the gradient, so at the wall

$$f=M(\mathbf v)\,[\,n_0-v_zA(v)\,],$$

with $A$ a function of speed alone. The second term is odd in $v_z$ and adds nothing to the density. The net flux into the wall is

$$J=-\int v_z f\,d^3v=\int v_z^2A(v)M\,d^3v ,$$

since the $n_0$ term is odd in this integral and vanishes. The last integrand is even in $v_z$, so each half of velocity space supplies $J/2$. The arriving flux is therefore

$$J_{\rm in}=\int_{v_z<0}|v_z|f\,d^3v=\frac{n_0c}{4}+\frac J2 .$$

Consumption requires $J=sJ_{\rm in}$. Substituting,

$$J=s\frac{n_0c}{4}+\frac{s}{2}J
\quad\Rightarrow\quad
J\left(1-\frac s2\right)=s\frac{n_0c}{4},$$

$$\boxed{J=\frac{s}{1-s/2}\,\frac{n_0c}{4}}$$

This is the Motz-Wise condition. The function $A(v)$ has dropped out, so the result does not depend on the details of the diffusive distribution. It does depend on the assumption that this distribution holds for arriving molecules right up to the wall.

**Net consumption.** If the surface also emits the reactant at a rate $E$ per area, then $J=sJ_{\rm in}-E$, and the same substitution gives

$$J=\frac{s\,n_0c/4-E}{1-s/2}.$$

At equilibrium density $n_{\rm eq}$ the net flux vanishes, which fixes $E=s\,n_{\rm eq}c/4$ if emission does not depend on the gas density. Then $n_0$ in the boxed result is replaced by $n_0-n_{\rm eq}$. The denominator comes from the net flux, not from the gross rate of sticking. Below we set $E=0$.

## 4. A second closure with the same factor

Suppose instead that arriving molecules form half of a Maxwell distribution with density parameter $n_i$, and returning ones the other half with parameter $(1-s)n_i$. The density at the wall is

$$n_w=\frac{n_i}{2}+\frac{(1-s)n_i}{2}=n_i\left(1-\frac s2\right),$$

and the net flux is $J=s\,n_ic/4$. Eliminating $n_i$,

$$J=\frac{s}{1-s/2}\,\frac{n_wc}{4}.$$

The factor agrees, but the density has another meaning: $n_w$ is the actual density at the wall, while $n_0$ is extrapolated from the diffusion region. The two differ because the density departs from the diffusion profile within a mean free path or two of the wall, so the agreement does not confirm either closure.

## 5. Where the diffusive distribution fails

Take the simplest scattering model, in which collisions occur at a constant rate $\nu$ and each gives the molecule a fresh Maxwellian velocity:

$$v_z\frac{\partial f}{\partial z}=\nu(nM-f).$$

For a density $n=n_0+gz$ the solution is

$$f=M\left(n_0+gz-\frac{g v_z}{\nu}\right).$$

Indeed, the left side is $gv_zM$, and so is the right side. The flux into the wall is $(g/\nu)\langle v_z^2\rangle=g\,kT/(m\nu)$, hence $D=kT/(m\nu)$ and $g=J/D$.

At $z=0$ this $f$ becomes negative for molecules leaving the wall with $v_z>v^*$, where

$$v^*=\frac{n_0\nu}{g}=\frac{n_0\nu D}{J}=\frac{n_0v_p^2}{2J}.$$

Inserting the Motz-Wise flux, with $c/4=v_p/(2\sqrt\pi)$, gives

$$\frac{v^*}{v_p}=\sqrt\pi\left(\frac1s-\frac12\right).$$

For $s=0.1$ this is 16.8, far out in the Maxwellian tail. For $s=1$ it is 0.886, in the middle of the distribution. A fully absorbing wall should return no molecules at any speed; the closure makes only their total flux vanish, by cancelling positive and negative parts. The size of the resulting error requires a kinetic calculation.

## 6. The kinetic form of the condition

First let the wall absorb everything. Far from it, the solution with flux $J$ has density

$$n=\frac JD(z+\zeta),$$

which defines the extrapolation length $\zeta$. Now let the wall return unconsumed molecules diffusely, with a Maxwellian distribution at temperature $T$ and density parameter $n_r$. Because the kinetic equation is linear and $M$ solves it, we may add $n_rM$ everywhere. This adds no net flux and supplies the required returning molecules if

$$\frac{n_rc}{4}=(1-s)J_{\rm in}=\frac{1-s}{s}J .$$

The extrapolated density is $n_0=n_r+\zeta J/D$. Multiplying by $c/(4J)$,

$$\frac{n_0c}{4J}=\frac1s-1+\frac{\zeta c}{4D}=\frac1s-K,\qquad K=1-\frac{\zeta c}{4D}.$$

Thus

$$\boxed{J=\frac{s}{1-Ks}\,\frac{n_0c}{4}}$$

with $K$ independent of $s$ for diffuse return. Since $J_{\rm in}=J/s$, the same relation reads $J_{\rm in}=n_0c/4+KJ$: $K$ is the share of the net flux that appears as a surplus in the arriving flux. Motz-Wise sets $K=\tfrac12$; the uncorrected condition sets $K=0$.

### Finding K

Use units $v_p=\nu=1$, integrate over velocities parallel to the wall, and divide out the Maxwellian in $v\equiv v_z$. The remaining function $h(z,v)$ obeys

$$v\,\frac{\partial h}{\partial z}=\langle h\rangle-h,$$

where $\langle\cdot\rangle$ is the average with weight $e^{-v^2}/\sqrt\pi$. Two solutions are $1$ and $z-v$. Decaying solutions $e^{-\lambda z}\phi(v)$, scaled so that $\langle\phi\rangle=1$, satisfy $-\lambda v\phi=1-\phi$, so $\phi=1/(1-\lambda v)$.

Replace the average by a sum over velocities $\pm v_i$, $i=1,\dots,N$, with weights $w_i$ adding to $\tfrac12$ on each side. The scaling condition becomes

$$2\sum_{i=1}^N\frac{w_i}{1-\lambda^2v_i^2}=1 .$$

As a function of $\lambda^2$, the left side rises from $-\infty$ to $+\infty$ between neighbouring poles. This gives $N-1$ positive roots, besides $\lambda=0$. A fully absorbing wall sends out no molecules, so for every $v_i>0$

$$\zeta-v_i+\sum_{k=1}^{N-1}\frac{a_k}{1-\lambda_kv_i}=0 .$$

These are $N$ linear equations for $\zeta$ and the $N-1$ amplitudes $a_k$. In these units $D=\tfrac12$ and $c/4=1/(2\sqrt\pi)$, so $K=1-\zeta/\sqrt\pi$. The result is $K=0.427$; going from 40 to 64 velocities per side changes it by less than $2\times10^{-4}$.

### How far K depends on the model

If all molecules have one speed and scatter isotropically, the same method, with a uniform average over the direction cosine, gives $K=0.467$. The coefficient thus depends on the scattering law, and both values lie below $\tfrac12$.

With specular return the added distribution is no longer a Maxwellian, and the superposition argument fails. In the constant-rate model $K$ is then 0.351 at $s=0.1$, 0.386 at $s=0.5$ and 0.427 at $s=1$, where nothing returns and the two cases coincide.

If the actual wall density replaces $n_0$, the coefficient for diffuse return is 0.601. The value $\tfrac12$ from Section 4 is too small for that density, whereas the value $\tfrac12$ from Section 3 is too large for $n_0$. A continuum calculation supplies $n_0$, so $K=0.427$ is the relevant number in this model.

## 7. A check by following particles

Let a half-Maxwellian from a reservoir of density $n_R$ enter a slab at $z=L$; molecules that come back to that face leave. Near the face, the difference $n_RM-f$ has no molecules entering the slab, so it solves the absorbing-wall problem. The density drop there is

$$n_R-n(L)=\frac{\zeta J}{D}=\frac{4J}{c}(1-K).$$

Diffusion across the slab gives $n(L)-n_0=JL/D$, and the wall gives $n_0=(4J/c)(1/s-K)$. Adding the three and dividing by $4J/c$ yields, for the consumed fraction $P=J/(n_Rc/4)$,

$$\frac1P=(1-K)+\frac{Lc}{4D}+\left(\frac1s-K\right),$$

provided the two kinetic layers do not overlap appreciably.

Random flights of 800,000 particles, using only the collision and wall rules, were followed for $L=6v_p/\nu$. At $s=1$ they gave $1/P=4.527\pm0.010$. The kinetic value is 4.532. Setting $K=\tfrac12$ at the wall alone, which is the Motz-Wise condition, gives 4.458, about 7 standard errors away; setting it at both faces gives 4.385. At $s=0.3$ the runs gave $6.835\pm0.018$, against 6.865 for the kinetic value, 6.792 for $K=\tfrac12$ at the wall alone and 6.718 at both faces, so the sharper test is the one at $s=1$. The Motz-Wise value is therefore measurably inexact in this model, though much better than no correction.

## 8. Size of the correction

The effective factor $F(s)$ for diffuse return and constant collision rate is:

| $s$ | Motz-Wise | kinetic | excess |
|---:|---:|---:|---:|
| 0.01 | 0.01005 | 0.01004 | 0.07% |
| 0.1 | 0.1053 | 0.1045 | 0.8% |
| 0.5 | 0.667 | 0.636 | 4.9% |
| 1 | 2.000 | 1.744 | 14.7% |

The excess is relative to the kinetic value. Dividing the two factors shows its origin:

$$\frac{1-Ks}{1-s/2}-1=\frac{s(\tfrac12-K)}{1-s/2}.$$

It is proportional to $s$ when $s$ is small. At $s=1$ and given $n_0$, the uncorrected factor is 43% below the kinetic one. A factor above one does not mean that more molecules are consumed than arrive: $n_0c/4$ is not the arriving flux.

In a process $n_0$ is itself set by transport. Let the density be held at $n_h$ at height $h$, with no reaction in the gas. Then $J=D(n_h-n_0)/h$, or

$$n_h=n_0+\frac{Jh}{D}=\frac{4J}{c}\left(\frac1s-K+B\right),\qquad B=\frac{hc}{4D},$$

and hence

$$J=\frac{n_hc/4}{B+1/s-K}.$$

For $B\gg1/s$, diffusion limits the rate and $J\to Dn_h/h$, whatever the wall law. For $1/s\gg B$ and $s\ll1$, the surface limits it and $J\to s\,n_hc/4$. The Motz-Wise flux exceeds the uncorrected one by the fraction

$$\frac{1/2}{B+1/s-1/2},$$

which is small in both limits.

A large correction needs both large $s$ and small $B$, but small $B$ conflicts with the continuum assumption. With mean free path $\ell=c/\nu$ and $kT/m=\pi c^2/8$, we have $D=\pi c\ell/8$ and $B=2h/(\pi\ell)$. Requiring $h\gg\ell$ keeps $B$ large.

The wall law also affects sticking probabilities inferred from rates. If transport is known and the uncorrected condition is fitted, the fit returns $s_{\rm fit}$ with $1/s_{\rm fit}=1/s-K$. The true value follows from

$$s=\frac{s_{\rm fit}}{1+Ks_{\rm fit}} .$$

In the constant-rate model, a fitted value up to 1.744 is compatible with $s\le1$.

## 9. Example: titanium deposition through argon

Consider slowed-down Ti atoms diffusing through argon to a wafer during high-pressure sputter deposition. Rough parameters are 100 mTorr, 400 K, $D=2000\ \mathrm{cm^2/s}$ and a Ti density of $10^{12}\ \mathrm{cm^{-3}}$ held 10 mm above the wafer. We take $s=1$.

The mean speed is 420.6 m/s, so

$$B=\frac{(1\ \mathrm{cm})(42060\ \mathrm{cm/s})}{4(2000\ \mathrm{cm^2/s})}=5.258,$$

$$\frac{n_hc}{4}=1.05\times10^{16}\ \mathrm{cm^{-2}\,s^{-1}} .$$

The denominators $B+1-K$ are 6.258 without correction, 5.758 for Motz-Wise and 5.831 for the kinetic value. The fluxes are 1.68, 1.83 and 1.80, in units of $10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$. Dividing by $5.66\times10^{22}$ atoms/cm³ in solid Ti gives growth rates of 17.8, 19.4 and 19.1 nm/min.

Relative to the kinetic flux, the uncorrected result is 6.8% low and Motz-Wise is 1.3% high. The 14.7% excess at fixed $n_0$ has shrunk because diffusion supplies most of the resistance. With the same $B$ but $s=0.1$, Motz-Wise would raise the uncorrected flux by $0.5/14.76=3.4\%$, compared with 8.7% at $s=1$.

### The model beside a real chamber

The diffusion calculation relies on the chosen pressure. Here the constant-rate mean free path $\ell=c/\nu$, inferred from $D$, is 1.21 mm, or 0.12 of the height. It is a transport length: a Ti atom keeps part of its velocity in a collision, so actual collisions lie closer together, about 0.7 mm apart for hard spheres with the same $D$. At 5 mTorr $\ell$ would be about 24 mm, since it scales inversely with pressure at fixed temperature, and a diffusion calculation over 10 mm would be invalid. A temperature difference between gas and wafer would break the isothermal assumption and is not treated here. Even a change of their common temperature matters: raising both gas and wafer to 500 K at fixed pressure and fixed $n_h$, with the hard-sphere scaling $D\propto T^{3/2}$, raises the flux by 36%, much more than the choice of wall law does.

Sputtered atoms start with energies of a few eV. For isotropic scattering in the centre-of-mass frame from argon at rest, the mean fractional energy loss per collision is $2m_{\rm Ti}m_{\rm Ar}/(m_{\rm Ti}+m_{\rm Ar})^2=49.6\%$. We count an atom as slowed down when its energy has fallen to $3kT=0.103$ eV, twice the mean thermal energy at 400 K. Going from 3 eV to 0.103 eV then takes about $\ln(3/0.103)/[-\ln(1-0.496)]=4.9$ collisions for the mean energy, or roughly 6 mm of path if each is assigned the length $\ell$. The path is a zigzag, so the depth reached is shorter than the path. This is only a rough estimate, since it treats the argon as at rest and ignores how the distance between collisions changes with energy. The plane at which $n_h$ is specified must lie beyond this slowing-down region.

For an assumed electron density of $10^{10}\ \mathrm{cm^{-3}}$ and ionization coefficient of $10^{-8}\ \mathrm{cm^3/s}$, about 2.5% of the net Ti flux entering the layer is ionized during the diffusion time $h^2/(2D)=0.25$ ms. This takes the density at the wafer as zero; with the wall resistance of the example the share is about 3%, and the neutral flux reaching the wafer falls by about 1%. This estimate is proportional to electron density only while the ionized share is small. At $10^{12}\ \mathrm{cm^{-3}}$ the diffusion time is 2.5 times the mean ionization time, so most of the Ti is ionized on the way and a neutral-only model fails. Ti makes up $4\times10^{-4}$ of the gas, which supports the dilute assumption.

Using the one-speed value of $K$ changes the flux by 0.7%. Neither scattering model includes the tendency of a Ti atom, heavier than argon, to keep part of its velocity in a collision, so the 1.3% difference belongs to the constant-rate model and is not an error bar for the real gas. The diffusion coefficient matters more: the share of $B$ in the total resistance is $5.258/5.831=0.90$, so a 10% error in $D$ shifts the flux by about 9%, as much as the whole Motz-Wise correction. The remaining figures are in the numerical output.

## Values computed for the example and the checks

```
KINETIC COEFFICIENT K (dimensionless)
K, Maxwell speeds, diffuse return: 0.4267
K, one-speed scattering, diffuse return: 0.4672
K if true wall density is used: 0.6011
K, specular return, s=0.1: 0.3506
K, specular return, s=0.5: 0.3857
K, specular return, s=1.0: 0.4267
outgoing f negative above v/vp, s=0.1: 16.838
outgoing f negative above v/vp, s=1.0: 0.886
PARTICLE RUNS: 800000 particles, slab 6.0 units
Maxwell s=1.0: 1/P = 4.527 +- 0.010
   kinetic K: 4.532, Motz-Wise: 4.385
Maxwell s=0.3: 1/P = 6.835 +- 0.018
   kinetic K: 6.865, Motz-Wise: 6.718
one-speed s=1.0: 1/P = 5.566 +- 0.013
   kinetic K: 5.566, Motz-Wise: 5.500
EFFECTIVE STICKING: s, Motz-Wise, kinetic, MW excess in %
 0.01  0.01005  0.01004   0.074
 0.10  0.10526  0.10446   0.772
 0.30  0.35294  0.34404   2.588
 0.50  0.66667  0.63560   4.888
 1.00  2.00000  1.74421  14.665
EXAMPLE: Ti in Ar
T = 400 K, pressure = 100 mTorr
D = 2000 cm2/s, height = 10 mm
Ti density at height = 1.0e+12 cm^-3, s = 1.0
solid Ti density = 5.661e+22 atoms/cm3
mean speed = 420.6 m/s
bulk resistance B = 5.258 (dimensionless)
collision frequency = 3.474e+05 1/s
naive: flux = 1.6804e+15 cm^-2 s^-1
   growth = 17.81 nm/min
Motz-Wise: flux = 1.8263e+15 cm^-2 s^-1
   growth = 19.36 nm/min
kinetic: flux = 1.8034e+15 cm^-2 s^-1
   growth = 19.11 nm/min
Motz-Wise over naive flux: +8.68 %
Motz-Wise over kinetic flux: +1.27 %
naive over kinetic flux: -6.82 %
NEGLECTED EFFECTS
mean free path = 1.21 mm
mean free path / height = 0.121
energy loss per collision = 49.6 %
collisions from 3.0 eV to 0.103 eV: 4.9
slowing-down path = 6.0 mm
flux change, gas at 500 K: +36.4 %
electrons 1e+10 cm^-3, rate 1e-08 cm3/s
transit time = 0.250 ms
ionised in transit = 2.5 %
Ti fraction of gas = 4.1e-04
flux change, one-speed K: +0.70 %
```
